# Collective decay and exchange of N emitters in free space: verification in Python

```python
"""
Master equation of N two-level emitters in the free-space vacuum:
  drho/dt = -i[sum_{i!=j} J_ij s_i^+ s_j, rho]
            + sum_ij Gamma_ij (s_j rho s_i^+ - {s_i^+ s_j, rho}/2)
in the frame rotating at the transition frequency w0, with
  Gamma_ij = 2 w0^2/(hbar eps0 c^2) d_i^* . Im G(r_i,r_j,w0) . d_j
  J_ij     =  -w0^2/(hbar eps0 c^2) d_i^* . Re G(r_i,r_j,w0) . d_j
s_i lowers emitter i, d_i = <g|D|e>, G is the outgoing Green tensor of
curl curl G - k^2 G = delta.  Gamma0 is the single-emitter decay rate.
Dimensionless tests use k = w0/c = 1 and rates in units of Gamma0.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm, eigh
from scipy.special import spherical_jn

rng = np.random.default_rng(7)
I3 = np.eye(3)


def green_tensor(r, k):
    R = np.linalg.norm(r)
    n, z = r / R, k * R
    return np.exp(1j * z) / (4 * np.pi * R) * (
        (1 + 1j / z - 1 / z**2) * I3
        + (-1 - 3j / z + 3 / z**2) * np.outer(n, n))


def second_derivatives(func, r, h=1e-3):
    """Central differences; the first two indices are the directions."""
    e = h * I3
    return np.array([[(func(r + e[a] + e[b]) - func(r + e[a] - e[b])
                       - func(r - e[a] + e[b]) + func(r - e[a] - e[b]))
                      / (4 * h * h) for b in range(3)] for a in range(3)])


def panels(edges, order):
    """Composite Gauss-Legendre nodes and weights."""
    t, w = np.polynomial.legendre.leggauss(order)
    half = np.diff(edges)[:, None] / 2
    mid = (edges[1:] + edges[:-1])[:, None] / 2
    return (mid + half * t).ravel(), (half * w).ravel()


# --- Green tensor: construction from the scalar wave, and wave equation
r_test = np.array([0.9, -0.6, 1.1])


def scalar_wave(r):
    R = np.linalg.norm(r)
    return np.exp(1j * R) / (4 * np.pi * R)


G_test = green_tensor(r_test, 1.0)
G_built = scalar_wave(r_test) * I3 + second_derivatives(scalar_wave, r_test)
assert np.max(abs(G_built - G_test)) < 1e-5   # finite-difference error
hess = second_derivatives(lambda r: green_tensor(r, 1.0), r_test)
curl_curl = np.einsum('ikkj->ij', hess) - np.einsum('kkij->ij', hess)
assert np.max(abs(curl_curl - G_test)) < 1e-5


# --- Im G from the sum over plane-wave directions and polarizations
def mode_sum(r):
    """(3/8pi) * integral over directions of (1 - kk) exp(i k.r)."""
    mu, w = np.polynomial.legendre.leggauss(40)
    phi = 2 * np.pi * np.arange(80) / 80
    s = np.sqrt(1 - mu**2)[:, None]
    kx, ky = s * np.cos(phi), s * np.sin(phi)
    kz = mu[:, None] * np.ones_like(phi)
    k = np.stack([kx, ky, kz], axis=-1).reshape(-1, 3)
    weight = np.repeat(w * 2 * np.pi / 80, 80) * np.exp(1j * k @ r)
    return 3 / (8 * np.pi) * (weight.sum() * I3
                              - np.einsum('n,na,nb->ab', weight, k, k))


assert np.allclose(mode_sum(r_test), 6 * np.pi * G_test.imag, atol=1e-10)
assert np.allclose(mode_sum(np.zeros(3)), I3, atol=1e-10)


# --- Exchange from the principal-value integral over field frequencies
def decay_profile(x, xi, kind):
    """Gamma_12(x w0)/Gamma0 for dipoles across or along the separation."""
    j0, j2 = spherical_jn(0, x * xi), spherical_jn(2, x * xi)
    return x**3 * (j0 - j2 / 2 if kind == 'across' else j0 + j2)


def exchange_parts(xi, kind):
    """Rotating and counter-rotating parts of J/Gamma0.
    A Gaussian cutoff, equal to 1 at resonance, tames high frequencies."""
    eta = xi / 200

    def f(x):
        return decay_profile(x, xi, kind) * np.exp(-eta**2 * (x**2 - 1))

    u, wu = panels(np.linspace(0, 1, 5), 16)
    far, wfar = panels(np.linspace(2, 6.5 / eta, 801), 16)
    allx, wall = panels(np.linspace(0, 6.5 / eta, 801), 16)
    rotating = wu @ ((f(1 + u) - f(1 - u)) / u) + wfar @ (f(far) / (far - 1))
    counter = wall @ (f(allx) / (allx + 1))
    return np.array([-rotating, -counter]) / (2 * np.pi)


def exchange_tensors(r):
    xi = np.linalg.norm(r)
    nn = np.outer(r, r) / xi**2
    across, along = exchange_parts(xi, 'across'), exchange_parts(xi, 'along')
    return [across[m] * (I3 - nn) + along[m] * nn for m in range(2)]


kk_error = np.max(abs(sum(exchange_tensors(r_test))
                      + 3 * np.pi * G_test.real))
assert kk_error < 1e-6


# --- Generator of the master equation
def lowering_operators(n):
    low = np.array([[0, 1], [0, 0]], complex)   # basis order: g, e
    ops = []
    for site in range(n):
        op = np.eye(1)
        for m in range(n):
            op = np.kron(op, low if m == site else np.eye(2))
        ops.append(op)
    return ops


def pair_operator(matrix, low):
    n = len(low)
    return sum(matrix[i, j] * low[i].conj().T @ low[j]
               for i in range(n) for j in range(n))


def generator(rho, gamma, exchange, low):
    n = len(low)
    ham, loss = pair_operator(exchange, low), pair_operator(gamma, low)
    gain = sum(gamma[i, j] * low[j] @ rho @ low[i].conj().T
               for i in range(n) for j in range(n))
    return (-1j * (ham @ rho - rho @ ham) + gain
            - (loss @ rho + rho @ loss) / 2)


def random_state(dim):
    a = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
    rho = a @ a.conj().T
    return rho / np.trace(rho)


# --- Time-averaged double commutator against the final generator
pos = np.array([[0, 0, 0], [1.1, 0.4, -0.3], [-0.5, 1.3, 0.8]])
dip = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
low3 = lowering_operators(3)
rho3 = random_state(8)
self_plus, self_minus = 0.7, -0.3     # arbitrary finite self-shifts
K_plus = np.zeros((3, 3, 3, 3), complex)
K_minus = np.zeros((3, 3, 3, 3), complex)
gamma3 = np.zeros((3, 3), complex)
exchange3 = np.zeros((3, 3), complex)
for i in range(3):
    for j in range(3):
        r = pos[i] - pos[j]
        if i == j:
            s_rot, s_ctr = self_plus * I3, self_minus * I3
            g_t, j_t = I3, (self_plus - self_minus) * I3
        else:
            s_rot, s_ctr = exchange_tensors(r)
            G = green_tensor(r, 1.0)
            g_t, j_t = 6 * np.pi * G.imag, -3 * np.pi * G.real
        K_plus[i, j] = mode_sum(r) / 2 + 1j * s_rot
        K_minus[i, j] = 1j * s_ctr
        gamma3[i, j] = dip[i].conj() @ g_t @ dip[j]
        exchange3[i, j] = dip[i].conj() @ j_t @ dip[j]
averaged = np.zeros((8, 8), complex)
for phase in np.arange(4) * np.pi / 2:
    f = np.exp(-1j * phase)
    for i in range(3):
        for a in range(3):
            D = dip[i, a] * f * low3[i]
            D = D + D.conj().T
            X = sum((K_plus[i, j, a] @ dip[j]) * f * low3[j]
                    + (K_minus[i, j, a] @ dip[j].conj())
                    * np.conj(f) * low3[j].conj().T for j in range(3))
            term = D @ X @ rho3 - X @ rho3 @ D
            averaged -= (term + term.conj().T) / 4
final = generator(rho3, gamma3, exchange3, low3)
redfield_error = np.max(abs(averaged - final)) / np.max(abs(final))
assert redfield_error < 1e-6
assert np.linalg.eigvalsh(gamma3).min() > -1e-10
number3 = pair_operator(np.eye(3), low3)
assert np.isclose(np.trace(number3 @ final),
                  -np.trace(pair_operator(gamma3, low3) @ rho3))


# --- Schroedinger equation of two emitters plus discretized field
def field_amplitude(sign, xi, g, t):
    """Survival amplitude of (|eg> + sign |ge>)/sqrt(2) with no photon.
    Included: one photon with both emitters down (rotating coupling)
    and one photon with both up (counter-rotating coupling).
    Frequencies in units of w0; g is the single-emitter decay rate."""
    eta = xi / 8
    top = 6 / eta
    core = 0.5 * g * (np.arange(400) + 0.5)
    u, wu = panels(np.geomspace(200 * g, 1, 10), 12)
    off = np.concatenate([core, u])
    woff = np.concatenate([np.full(400, 0.5 * g), wu])
    far, wfar = panels(np.linspace(2, top, 17), 16)
    ctr, wctr = panels(np.linspace(0, top, 17), 16)
    x = np.concatenate([1 - off, 1 + off, far, ctr])
    w = np.concatenate([woff, woff, wfar, wctr])
    energy = x - 1
    energy[-len(ctr):] = ctr + 1
    scale = g / (2 * np.pi) * np.exp(-eta**2 * (x**2 - 1)) * w
    coupling2 = scale * (x**3 + sign * decay_profile(x, xi, 'across'))
    H = np.diag(np.concatenate([[0.0], energy]))
    H[0, 0] = np.sum(scale * x**3 / energy)   # removes the self-shift
    H[0, 1:] = H[1:, 0] = np.sqrt(np.maximum(coupling2, 0))
    val, vec = eigh(H)
    return np.sum(vec[0]**2 * np.exp(-1j * val * t))


# --- Worked example in SI units
wavelength, spacing, n_emit = 600e-9, 60e-9, 4
debye = 1e-21 / const.c
d = 5 * debye
k0 = 2 * np.pi / wavelength
w0 = const.c * k0
prefactor = w0**2 / (const.hbar * const.epsilon_0 * const.c**2)
gamma0 = w0**3 * d**2 / (3 * np.pi * const.epsilon_0
                         * const.hbar * const.c**3)
xi = k0 * spacing
dvec = np.array([d, 0, 0])
gamma = np.eye(n_emit)
exchange = np.zeros((n_emit, n_emit))
for i in range(n_emit):
    for j in range(n_emit):
        if i != j:
            G = green_tensor(np.array([0, 0, (i - j) * spacing]), k0)
            gamma[i, j] = 2 * prefactor * dvec @ G.imag @ dvec / gamma0
            exchange[i, j] = -prefactor * dvec @ G.real @ dvec / gamma0
g12, j12 = gamma[0, 1], exchange[0, 1]

# scalar pair formulas at a general angle, against the Green tensor
theta, z = 0.8, 1.7
c2 = np.cos(theta)**2
unit = np.array([np.sin(theta), 0, np.cos(theta)])
G = green_tensor(np.array([0, 0, z]), 1.0)
g_formula = 1.5 * ((1 - c2) * np.sin(z) / z
                   + (1 - 3 * c2) * (np.cos(z) / z**2 - np.sin(z) / z**3))
j_formula = 0.75 * (-(1 - c2) * np.cos(z) / z
                    + (1 - 3 * c2) * (np.sin(z) / z**2 + np.cos(z) / z**3))
assert np.isclose(g_formula, 6 * np.pi * unit @ G.imag @ unit)
assert np.isclose(j_formula, -3 * np.pi * unit @ G.real @ unit)

rot, ctr = exchange_parts(xi, 'across')
assert abs(rot + ctr - j12) < 1e-6
static = d**2 / (4 * np.pi * const.epsilon_0 * const.hbar
                 * spacing**3) / gamma0

g_model = 1e-5
t_model = 0.5 / g_model
amp = {s: field_amplitude(s, xi, g_model, t_model) for s in (1, -1)}
pred = {s: np.exp((-1j * s * j12 - (1 + s * g12) / 2) * 0.5)
        for s in (1, -1)}
field_error = max(abs(amp[s] - pred[s]) for s in (1, -1))
# tolerance: finite coupling strength and discretized off-resonant modes
assert field_error < 1e-2
j_field = -np.angle(amp[1] / amp[-1]) / (2 * 0.5)

# emission from full inversion
low = lowering_operators(n_emit)
dim = 2**n_emit
emission = pair_operator(gamma, low)
inverted = np.zeros((dim, dim), complex)
inverted[-1, -1] = 1
slope = np.trace(emission @ generator(inverted, gamma, exchange, low)).real
slope_formula = np.sum(gamma**2) - 2 * n_emit
assert np.isclose(slope, slope_formula)


def emission_curve(exch, dt=0.005, steps=600):
    columns = []
    for m in range(dim * dim):
        basis = np.zeros(dim * dim, complex)
        basis[m] = 1
        columns.append(generator(basis.reshape(dim, dim),
                                 gamma, exch, low).ravel())
    step = expm(np.array(columns).T * dt)
    state, rates = inverted.ravel(), []
    for _ in range(steps + 1):
        rho = state.reshape(dim, dim)
        rates.append(np.trace(emission @ rho).real)
        state = step @ state
    assert abs(np.trace(rho) - 1) < 1e-9
    assert np.linalg.eigvalsh((rho + rho.conj().T) / 2).min() > -1e-9
    return np.arange(steps + 1) * dt, np.array(rates)


times, burst = emission_curve(exchange)
_, burst_no_exchange = emission_curve(np.zeros_like(exchange))
p, q = np.argmax(burst), np.argmax(burst_no_exchange)
assert p > 0 and burst[p] > n_emit
collective = np.linalg.eigvalsh(gamma)
assert collective.min() > 0

print(f"wavelength = {wavelength*1e9:.0f} nm")
print(f"transition dipole = {d/debye:.1f} debye")
print(f"transition dipole = {d:.4e} C m")
print(f"spacing = {spacing*1e9:.0f} nm")
print(f"number of emitters = {n_emit}")
print(f"w0 = {w0:.4e} rad/s")
print(f"k0*spacing = {xi:.4f} (no unit)")
print(f"Gamma0 = {gamma0:.4e} 1/s")
print(f"single-emitter lifetime = {1e9/gamma0:.2f} ns")
print(f"Gamma0*(chain length)/c = "
      f"{gamma0*(n_emit-1)*spacing/const.c:.2e} (no unit)")
for m in range(1, n_emit):
    print(f"distance {m*spacing*1e9:.0f} nm: Gamma_ij = {gamma[0, m]:.4f}"
          f" Gamma0, J_ij = {exchange[0, m]:.4f} Gamma0")
print(f"nearest-neighbour Gamma_12 = {g12*gamma0:.4e} 1/s")
print(f"nearest-neighbour J_12 = {j12*gamma0:.4e} rad/s")
print(f"static dipole-dipole value of J_12 = {static:.4f} Gamma0")
print(f"rotating part of J_12 = {rot:.3f} Gamma0")
print(f"counter-rotating part of J_12 = {ctr:.3f} Gamma0")
print(f"pair bright-state rate = {1+g12:.4f} Gamma0")
print(f"pair dark-state rate = {1-g12:.4f} Gamma0")
print(f"J_12 from discretized field = {j_field:.3f} Gamma0")
print(f"field model: Gamma0/w0 = {g_model:.0e} (no unit)")
for s, name in ((1, "symmetric"), (-1, "antisymmetric")):
    print(f"{name} survival at 0.5/Gamma0: field {abs(amp[s])**2:.4f},"
          f" master eq. {abs(pred[s])**2:.4f}")
print(f"largest amplitude difference = {field_error:.1e} (no unit)")
print(f"principal-value test error = {kk_error:.1e} Gamma0")
print(f"double-commutator relative error = {redfield_error:.1e}")
print("eigenvalues of Gamma matrix = "
      + ", ".join(f"{v:.5f}" for v in collective) + " Gamma0")
print(f"initial emission rate = {burst[0]:.3f} Gamma0")
print(f"initial slope of emission rate = {slope:.3f} Gamma0^2")
print(f"peak emission rate = {burst[p]:.3f} Gamma0")
print(f"peak time = {times[p]:.3f} /Gamma0")
print(f"peak time = {times[p]*1e9/gamma0:.2f} ns")
print(f"peak rate without exchange = {burst_no_exchange[q]:.3f} Gamma0")
print(f"peak time without exchange = {times[q]:.3f} /Gamma0")
print("every check passed")
```

It prints:

```
wavelength = 600 nm
transition dipole = 5.0 debye
transition dipole = 1.6678e-29 C m
spacing = 60 nm
number of emitters = 4
w0 = 3.1394e+15 rad/s
k0*spacing = 0.6283 (no unit)
Gamma0 = 3.6298e+07 1/s
single-emitter lifetime = 27.55 ns
Gamma0*(chain length)/c = 2.18e-08 (no unit)
distance 60 nm: Gamma_ij = 0.9227 Gamma0, J_ij = 2.5971 Gamma0
distance 120 nm: Gamma_ij = 0.7099 Gamma0, J_ij = 0.3841 Gamma0
distance 180 nm: Gamma_ij = 0.4134 Gamma0, J_ij = 0.2891 Gamma0
nearest-neighbour Gamma_12 = 3.3492e+07 1/s
nearest-neighbour J_12 = 9.4271e+07 rad/s
static dipole-dipole value of J_12 = 3.0236 Gamma0
rotating part of J_12 = 1.204 Gamma0
counter-rotating part of J_12 = 1.393 Gamma0
pair bright-state rate = 1.9227 Gamma0
pair dark-state rate = 0.0773 Gamma0
J_12 from discretized field = 2.596 Gamma0
field model: Gamma0/w0 = 1e-05 (no unit)
symmetric survival at 0.5/Gamma0: field 0.3823, master eq. 0.3824
antisymmetric survival at 0.5/Gamma0: field 0.9616, master eq. 0.9621
largest amplitude difference = 4.7e-04 (no unit)
principal-value test error = 1.9e-13 Gamma0
double-commutator relative error = 2.6e-14
eigenvalues of Gamma matrix = 0.00008, 0.01572, 0.66386, 3.32034 Gamma0
initial emission rate = 4.000 Gamma0
initial slope of emission rate = 3.466 Gamma0^2
peak emission rate = 4.251 Gamma0
peak time = 0.145 /Gamma0
peak time = 3.99 ns
peak rate without exchange = 4.259 Gamma0
peak time without exchange = 0.150 /Gamma0
every check passed
```
